# Pad profile between retaining ring and wafer on a Pasternak foundation

## What the spring model loses

Model a polishing pad as a bed of independent springs, and the retaining ring can have no effect on the pressure under the wafer. Each spring answers to the load directly above it. The pad is compressed under the ring, uncompressed in the gap and compressed again under the wafer, with vertical steps between. Under a flat, rigid wafer the contact pressure is uniform right up to the edge, whatever the ring load or the gap width. A calculation of edge removal built on this pad has lost the mechanism by which the ring could help.

The missing ingredient is shear between neighbouring columns of pad. The Pasternak foundation supplies it with one extra constant, and that constant brings a length.

## Geometry and conventions

The pad is a layer of thickness $H$ bonded to a rigid platen. The coordinate $x$ runs from ring to wafer, with the ring at $x\le0$, the gap at $0<x<g$ and the wafer at $x\ge g$. The depth $w(x)$ of the pad surface is measured from its unloaded level, positive downward. Pressure $p$ on the pad is also positive downward.

Ring and wafer are flat, rigid and smooth, and hold the pad at depths $w_r$ and $w_w$, with $w_r\ge w_w>0$. The edges are straight and long, so forces are counted per unit edge length. The pad is at rest, linearly elastic and isotropic, and slopes are small. Contact can push but not pull. The gap carries no pressure.

The algebra contains no $\hbar$, electron charge or electron mass. It reads the same in atomic units as in any other consistent set.

## From elastic layer to Pasternak law

Let $\zeta$ be the height above the platen. Assume that material moves only vertically, by an amount linear in height:
$$d(x,\zeta)=w(x)\,\frac{\zeta}{H}.$$
This vanishes at the platen and equals $w$ at the surface. The vertical strain has magnitude $w/H$, and the shear strain is $w'\zeta/H$.

With no lateral strain, the stiffness against vertical strain is the constrained modulus $M$. To find it, call the vertical stress $\sigma$ and both lateral stresses $s$. Zero lateral strain means $s-\nu(s+\sigma)=0$, so $s=\nu\sigma/(1-\nu)$. The vertical strain is then
$$\frac{\sigma-2\nu s}{E}=\frac{\sigma}{E}\,\frac{1-\nu-2\nu^2}{1-\nu}
=\frac{\sigma}{E}\,\frac{(1+\nu)(1-2\nu)}{1-\nu},$$
which gives
$$M=\frac{E(1-\nu)}{(1+\nu)(1-2\nu)},\qquad \mu=\frac{E}{2(1+\nu)},$$
where $\mu$ is the shear modulus. In an isotropic solid the two kinds of strain contribute separately to the energy, so
$$U=\int dx\int_0^H d\zeta\left[\frac M2\frac{w^2}{H^2}+\frac\mu2\frac{w'^2\zeta^2}{H^2}\right].$$
Since $\int_0^H d\zeta/H^2=1/H$ and $\int_0^H\zeta^2d\zeta/H^2=H/3$,
$$U=\frac12\int(kw^2+Gw'^2)\,dx,\qquad k=\frac MH,\quad G=\frac{\mu H}{3}.$$
Here $k$ is a pressure per depth and $G$ a force per length.

Now vary $w$. On a smooth stretch, integration by parts turns $Gw'\delta w'$ into $-Gw''\delta w$ plus end terms. Equating $\delta U$ to the work $\int p\,\delta w\,dx$ of the applied pressure gives the Pasternak law
$$p=kw-Gw''.$$
If the slope jumps at a point $c$, the end terms from the two sides leave $G[w'(c^-)-w'(c^+)]\,\delta w(c)$. Equilibrium then requires a concentrated downward line force
$$F_c=G\,[w'(c^-)-w'(c^+)].$$
Such a force appears at the edge of a flat punch, where the surface turns from flat to sloping.

## The decay length

In the gap $p=0$, so
$$w''=\frac{w}{\lambda^2},\qquad \boxed{\lambda=\sqrt{G/k}}.$$
For the layer just described, $\mu/M=(1-2\nu)/[2(1-\nu)]$, and therefore
$$\lambda=H\sqrt{\frac{\mu}{3M}}=H\sqrt{\frac{1-2\nu}{6(1-\nu)}}.$$
Young's modulus cancels: within this model a softer pad sinks further under a given pressure but recovers over the same distance.

Beside one isolated edge held at depth $w_0$, the bounded solution is $w=w_0e^{-x/\lambda}$. The area under this curve divided by $w_0$ is $\lambda$. This ratio, the recovery length, can also be computed for a pad whose profile is not exponential.

A Winkler pad has $G=0$. The differential equation collapses to $kw=0$, which leaves no length and no freedom to match the edge depths.

## The profile in the gap

Write the general solution as $w=w_r\cosh(x/\lambda)+b\sinh(x/\lambda)$, which already satisfies $w(0)=w_r$. With the abbreviations $C=\cosh(g/\lambda)$ and $S=\sinh(g/\lambda)$, the condition $w(g)=w_w$ gives
$$b=\frac{w_w-w_rC}{S}.$$
The terms in $w_r$ combine through $S\cosh(x/\lambda)-C\sinh(x/\lambda)=\sinh[(g-x)/\lambda]$. The result is
$$\boxed{w(x)=\frac{w_r\sinh[(g-x)/\lambda]+w_w\sinh(x/\lambda)}{\sinh(g/\lambda)}}$$
Both terms are positive, so this pad never rises above its unloaded level.

**Shallowest point.** Multiplying $w-\lambda^2w''=0$ by $2w'$ shows that $w^2-\lambda^2w'^2$ is constant across the gap. At $x=0$ it equals $w_r^2-b^2$, because $\lambda w'(0)=b$. Where the slope vanishes it equals $w_{\min}^2$. Hence
$$w_{\min}^2=\frac{w_r^2S^2-(w_rC-w_w)^2}{S^2}=\frac{2w_rw_wC-w_r^2-w_w^2}{S^2},$$
where $S^2-C^2=-1$ was used. Setting $w'=0$ directly gives the position
$$\tanh\frac{x^*}{\lambda}=-\frac{b}{w_r}=\frac{w_rC-w_w}{w_rS}.$$

**Wide gap.** For $g\gg\lambda$ the profile becomes $w\approx w_re^{-x/\lambda}+w_we^{-(g-x)/\lambda}$. The two edges relax independently, and the influence of the ring at the wafer is of order $e^{-g/\lambda}$.

**Narrow gap.** For $g\ll\lambda$ and nearly equal depths close to $w_0$, the curvature is almost constant, $w''\approx w_0/\lambda^2$. Integrating twice and matching both ends,
$$w\approx w_r+(w_w-w_r)\frac xg-\frac{w_0\,x(g-x)}{2\lambda^2}.$$
The pad bows slightly upward from the straight line joining its edges. The contact condition derived below becomes $w_r-w_w\le w_0g^2/(2\lambda^2)$ in this limit, so the height difference along that line is also of second order in $g/\lambda$.

**Winkler limit.** Let $G\to0$ at fixed $k$ and fixed edge depths. Then $\lambda\to0$, and $w\to0$ at every fixed point inside the gap. The steps of the spring model return.

## Edge forces and the condition for contact

Under the flat wafer the slope is zero, so the line force at its edge is $F=Gw'(g^-)$. Differentiating the profile,
$$F=\frac G\lambda\,\frac{w_wC-w_r}{S}.$$
The same rule at the ring edge gives $F_r=-Gw'(0^+)=(G/\lambda)(w_rC-w_w)/S$. Integrating $Gw''=kw$ over the gap shows what the two do together:
$$F+F_r=k\int_0^g w\,dx.$$
They hold down the part of the pad that nothing touches.

At fixed wafer depth, pressing the ring deeper lowers $F$: the ring takes over some of the holding down. This is the coupling that the spring model lacks, since there $G/\lambda=\sqrt{kG}=0$.

Contact cannot pull, so $F\ge0$, or
$$\boxed{w_r\le w_w\cosh(g/\lambda)}$$
The boxed profile holds under this condition. The same condition places the shallowest point inside the gap, or at the wafer edge in the case of equality, because it makes the slope at $x=g$ non-negative while the slope at $x=0$ is negative.

**When the condition fails.** The pad then separates from the outer part of the wafer, and contact begins at some $L>g$. The slope just before $L$ must be zero. A positive slope would put the pad above the wafer face just before $L$, which is impossible; a negative slope would need a pulling force. The solution with $w(L)=w_w$ and $w'(L)=0$ is
$$w=w_w\cosh\frac{L-x}{\lambda}\quad(0<x<L),\qquad L=\lambda\,\mathrm{arccosh}\frac{w_r}{w_w},$$
where $L$ follows from $w(0)=w_r$. The contact point does not depend on $g$. So $L$ is also the smallest gap for which the wafer edge stays in contact at the given depths.

## A soft pad, worked through

Take rough typical values for a soft porous polymer pad: $H=1.3$ mm, $E=5$ MPa, $\nu=0.2$. Let the pressure well inside the contacts be 20 kPa under the wafer and 30 kPa under the ring.

The moduli are $\mu=5/2.4=2.083$ MPa and $M=5\times0.8/(1.2\times0.6)=5.556$ MPa. Then $k=M/H=4.274$ kPa/µm and $G=\mu H/3=902.8$ N/m. The decay length is
$$\lambda=1.3\ \text{mm}\times\sqrt{0.6/4.8}=0.460\ \text{mm},$$
or $4.6\times10^6$ Å. The depths are $w_w=20/4.274=4.68$ µm and $w_r=30/4.274=7.02$ µm, a ratio of 1.5.

**Gap of 0.8 mm.** Here $g/\lambda=1.741$, $C=2.938$ and $S=2.763$. The ratio 1.5 is below 2.938, so the wafer edge stays in contact. At mid-gap the profile reduces to
$$w(g/2)=\frac{w_r+w_w}{2\cosh(g/2\lambda)}=\frac{11.70}{2\times1.403}=4.17\ \text{µm}.$$
The shallowest depth is 4.00 µm, at 0.535 mm from the ring. The pad therefore rises 0.68 µm above the plane of the wafer face, where the Winkler pad would rise the full 4.68 µm.

The line force at the wafer edge is
$$F=\frac{902.8}{0.4596\times10^{-3}}\times\frac{(4.68\times2.938-7.02)\times10^{-6}}{2.763}=4.8\ \text{N/m}.$$
At fixed wafer depth the model brings this force to zero when the interior ring pressure is $2.938\times20=59$ kPa. This value depends strongly on $\lambda$, and full elasticity puts it several times higher, as discussed below.

**Gap of 0.3 mm.** Now $\cosh(g/\lambda)=1.221$, which is less than 1.5. Contact starts at $L=0.4596\times\mathrm{arccosh}(1.5)=0.442$ mm from the ring. The outer 0.142 mm of the wafer is not touched, and the clearance at its edge is $w_w[\cosh(0.1423/0.4596)-1]=0.23$ µm. At the same depths, this model goes from an overloaded edge to an unloaded one as the gap narrows.

## Tests of the derivation

A two-dimensional finite-element layer, restricted to vertical motion linear in height, was solved with columns 0.01 mm wide. Its stiffness is built from Hooke's law, without use of $k$, $G$ or $\lambda$; the edge depths are prescribed. For the 0.8 mm gap its surface differs from the boxed profile by at most $1.1\times10^{-5}$ of the wafer depth. Its edge force is 4.785 N/m and its recovery length 0.4596 mm, both equal to the formulas in the digits shown.

The contact condition was tested by solving the Pasternak law on a grid of 0.002 mm, with the contact region found from two inequalities: no penetration and no pulling. For the 0.8 mm gap, contact reached the wafer edge at 0.98 times the critical ratio and had withdrawn at 1.02 times. For the 0.3 mm gap it began at 0.442 mm, as predicted. With $G$ reduced ten-thousandfold, the mid-gap depth was zero for any practical purpose.

These tests confirm the algebra within the assumed motion. Whether a real layer moves that way is a separate question.

## How good is the assumed motion?

The same layer was solved again with lateral motion free and with many elements through the thickness, at the same edge depths. On meshes of 0.1, 0.05 and 0.025 mm the mid-gap depth is 2.62, 2.55 and 2.51 µm, and the recovery length is 0.258, 0.245 and 0.239 mm. The last refinement shifts them by $-0.04$ µm and $-0.006$ mm. Each shift is about half the one before, so the remaining error is probably of similar size.

The Pasternak values are 4.17 µm and 0.460 mm. Allowing for that error, the simple model overestimates the recovery length by a factor of about 2, and the mid-gap depth by about two thirds of the elastic value. The restriction on the motion is responsible, since the restricted layer reproduces the formula. How much is due to the suppressed lateral motion and how much to the linear variation with height was not separated.

One may keep the Pasternak equation and treat $\lambda$ as a fitted constant. Inserting 0.239 mm gives a mid-gap depth of $11.70/[2\cosh(0.4/0.239)]=2.1$ µm. This is nearer to the elastic 2.5 µm but not equal to it: one length does not describe the whole elastic profile.

The fitted length also changes the verdict on the narrow gap. The critical ratio becomes $\cosh(0.3/0.239)=1.9$, above 1.5, and the edge would stay in contact. The detachment found above is therefore a property of the model with $\lambda=0.46$ mm, not a safe prediction for this pad.

The strength of the coupling is more sensitive still. When the ring is pressed deeper at fixed wafer depth, $F$ falls at the rate $G/[\lambda\sinh(g/\lambda)]$, which is 0.71 N/m per micrometre for the 0.8 mm gap. In full elasticity the line force becomes a narrow zone of raised pressure, and its total falls by only about 0.07 N/m per micrometre. The fitted length, with $k$ kept and $G=k\lambda^2$, also gives 0.07 N/m per micrometre. It moves the ring pressure at which $F$ vanishes from 59 kPa to about 280 kPa, close to the elastic value. The closeness is partly accidental: the mesh-converged recovery length, 0.233 mm, gives 0.065 N/m per micrometre and about 310 kPa. In full elasticity, however, a positive total force does not guarantee contact at the edge: the pressure at the edge itself reaches zero earlier, at a ring pressure of about 190 kPa. The repair has a limit: the elastic effect changes sign at a gap between 1.0 and 1.2 mm, and at 1.5 mm the total force rises by about 0.04 N/m per micrometre, which no Pasternak pad can reproduce.

For a nearly incompressible pad the assumed motion fails in kind. At $\nu=0.45$, with the edge depths and the 0.8 mm gap unchanged, the Pasternak formula gives $\lambda=0.226$ mm and a mid-gap depth of $+1.9$ µm. Full elasticity gives $-2.4$ µm when each contact is modelled over 3.2 mm up to a symmetry plane that blocks lateral motion, with a last mesh shift of $-0.1$ µm. Wider contacts and a finer mesh bring the value to about $-2.6$ µm. The surface bulges above its unloaded level, which the boxed profile cannot do for positive edge depths. The likely reason is that material squeezed sideways from under the contacts rises in the gap.

## The model beside a real polisher

The modulus, thickness and pressures above are rough values for soft pads, and a particular pad may differ by a factor of a few. Real pads also have a rough surface, slide under the wafer and carry slurry. The following estimates keep the Pasternak law and the 0.8 mm gap, and change one thing at a time.

**Asperities.** Put springs of stiffness $k_a=5$ kPa/µm, a rough value, between the pad and the rigid faces, and keep the interior pressures. Under a contact with interior pad depth $w_i$, the pad surface $u$ then obeys $Gu''=(k+k_a)(u-w_i)$. The line force spreads over $\sqrt{G/(k+k_a)}=0.31$ mm and becomes a finite pressure, 26.6 kPa at the wafer edge against 20 kPa inside. The mid-gap depth falls from 4.17 to 2.82 µm. On the fully elastic layer the same springs have a smaller effect, lowering the mid-gap depth from about 2.5 to 1.8 µm.

**Viscous loss.** Let the pad move from ring to wafer at speed $v$, and give each foundation spring a parallel dashpot, so that its pressure is $k(w+\tau\dot w)$. Here $\tau$ is a retardation time and $\dot w$ is the rate of change seen by a moving point of the pad, which equals $vw'$ when the profile is steady. In steady motion $kw$ becomes $k(w+sw')$ with $s=v\tau$. At the frequency $v/\lambda$ the loss tangent of these springs is $s/\lambda$. Inserting $w\propto e^{rx}$ into $k(w+sw')=Gw''$ gives
$$\lambda r=\tfrac12\left(\tan\delta\pm\sqrt{\tan^2\delta+4}\right).$$
For $\tan\delta=0.1$, a rough value, the decay length is 0.483 mm behind the ring and 0.437 mm ahead of the wafer. That is a change of about 5 % each way, and it comes from placing the loss in the vertical springs alone. If shear is given the same retardation time, the condition in the gap becomes $(1+s\,d/dx)(kw-Gw'')=0$. The exponentials with decay length $\lambda$ still solve this equation, and $e^{-x/s}$ is a further, short-ranged solution. How much of it is present depends on conditions at the two edges, which are not worked out here.

**Slurry pressure.** A uniform pressure $q$ in the gap adds $q/k$ to the solution, less the part needed to keep the edge depths. At mid-gap the shift is $(q/k)[1-1/\cosh(g/2\lambda)]$, or 0.13 µm for 2 kPa.

**Geometry and load.** For a wafer radius of 150 mm, curvature of the edge shifts the mid-gap depth by 0.001 µm. If mean loads are prescribed instead of interior pressures, the edge forces carry part of them: for straight strips the depth falls by 3.2 % under a ring 25 mm wide and by 0.16 % under a wafer of half-width 150 mm. A circular wafer of that radius has twice the edge length per area, so its depth falls by about 0.3 %. The compressive strain under the ring is 0.54 % and the largest slope of the Pasternak profile in the gap is 0.013, both small enough for linear theory. In full elasticity the slope grows without limit towards a perfectly sharp edge, so linear theory fails very close to such an edge.

**Wafer bending.** The wafer was taken as rigid. A silicon wafer 0.775 mm thick, pressed by a soft membrane instead of a rigid carrier, bends over a length $(4D_w/k)^{1/4}$ of about 9 mm on this pad, where $D_w$ is its bending stiffness. A fixed edge force of 4.8 N/m would lift its edge by about 0.26 µm. Since the force falls as the edge lifts, the lift settles at about 0.23 µm, some 5 % of the depth under the wafer.

A hard polishing layer on a soft subpad is a different case. Its top layer can bend as a plate, with bending stiffness $D$, and the balance $Dw''''+kw=0$ has the length scale $(D/k)^{1/4}$. The value of $\lambda$ derived here should not be carried over to such a stack.

For a single soft, compressible layer, the Pasternak model gives a simple picture of how the ring can act on the wafer edge across a narrow gap. It also gives the order of magnitude of the distance over which the pad surface recovers, a few tenths of a millimetre here. With $\lambda$ taken from the layer formula, it overstates the strength of the coupling, about tenfold for the 0.8 mm gap. Setting a ring pressure or a gap from it would first require $\lambda$ to be measured or computed for the actual pad, with its surface roughness included. Most of the values quoted are in the numerical output below.

## Calculated quantities

```
Pad thickness: 1.3 mm
Young's modulus: 5 MPa
Poisson ratio: 0.2
Interior pressure, wafer: 20 kPa
Interior pressure, ring: 30 kPa
Shear modulus: 2.083 MPa
Constrained modulus: 5.556 MPa
Foundation stiffness k: 4.274 kPa/um
Shear stiffness G: 902.8 N/m
Decay length: 0.4596 mm
Decay length converted: 4.596e+06 angstrom
Depth under wafer: 4.68 um
Depth under ring: 7.02 um
Wide gap: 0.8 mm
Depth at x = 0.2 mm: 5.104 um
Depth at x = 0.4 mm: 4.169 um
Depth at x = 0.6 mm: 4.036 um
Shallowest depth in gap: 3.996 um
Its position from ring: 0.5348 mm
Rise above wafer plane: 0.684 um
Wafer-edge line force: 4.785 N/m
Largest depth ratio for edge contact, wide gap: 2.938
Actual depth ratio ring/wafer: 1.5
Restricted FE: profile error / wafer depth: 1.1e-05
Restricted FE: line force: 4.785 N/m
Restricted FE: edge recovery length: 0.4596 mm
Mid-gap depth with G/10000 (Winkler limit): 3.7e-37 um
Narrow gap: 0.3 mm
Largest depth ratio for edge contact, narrow gap: 1.221
Contact start from ring, formula: 0.4423 mm
Contact start from ring, contact solver: 0.442 mm
Detached width of wafer: 0.1423 mm
Clearance at wafer edge: 0.2263 um
Full elasticity, mesh 0.100 mm: mid-gap depth 2.624 um, edge recovery length 0.2576 mm
Full elasticity, mesh 0.050 mm: mid-gap depth 2.547 um, edge recovery length 0.2454 mm
Full elasticity, mesh 0.025 mm: mid-gap depth 2.508 um, edge recovery length 0.2393 mm
Last mesh shift of mid-gap depth: -0.039 um
Last mesh shift of recovery length: -0.0061 mm
Full elasticity: least pressure on wafer: 19.94 kPa
Poisson ratio 0.45: Pasternak decay length: 0.2263 mm
Poisson ratio 0.45: Pasternak mid-gap depth: 1.941 um
Poisson ratio 0.45: full elasticity mid-gap depth: -2.381 um
Poisson ratio 0.45: its last mesh shift: -0.1 um
Asperity stiffness (rough): 5 kPa/um
Asperities: spreading length of line force: 0.312 mm
Asperities: wafer-edge pressure: 26.56 kPa
Asperities: pad depth at wafer edge: 3.368 um
Asperities: mid-gap depth: 2.824 um
Loss tangent (rough): 0.1
Viscous loss: decay length after ring: 0.4832 mm
Viscous loss: decay length before wafer: 0.4372 mm
Slurry pressure 2.0 kPa (rough): mid-gap shift 0.134 um
Wafer radius 150 mm: mid-gap shift 0.0011 um
Prescribed loads, ring width 25 mm: depth change ring -3.23 %, wafer -0.16 %
Compressive strain under ring: 0.54 %
Largest slope in gap: 0.0126
```
